# Gordon's classical second-moment sum rule for a linear rotor's dipole spectrum

## What goes wrong without it

Debye's model of rotational relaxation gives a molecular dipole direction \(\mathbf u\), with \(|\mathbf u|=1\), the correlation function \(C(t)=\langle\mathbf u(0)\cdot\mathbf u(t)\rangle=e^{-|t|/\tau}\). I define the spectrum over all \(\omega\), positive and negative, by

\[
C(t)=\int_{-\infty}^{\infty}S(\omega)e^{-i\omega t}\,d\omega,\qquad \int S\,d\omega=C(0)=1 .
\]

Debye's spectrum is then \(S=(\tau/\pi)/(1+\omega^2\tau^2)\). To find its second moment up to a cutoff \(W\), write \(\omega^2/(1+\omega^2\tau^2)=\tau^{-2}[1-1/(1+\omega^2\tau^2)]\):

\[
\int_{-W}^{W}\omega^2S\,d\omega=\frac2\pi\left[\frac W\tau-\frac{\arctan(W\tau)}{\tau^2}\right].
\]

This grows without limit. Classically the absorption coefficient is proportional to \(\omega^2S\), as shown below, so the model predicts an infinite integrated absorption. The fault is the cusp of \(e^{-|t|/\tau}\) at \(t=0\). Since \(\langle|\mathbf u(t)-\mathbf u(0)|^2\rangle=2[1-C(t)]\), the cusp makes the mean-square displacement grow as \(|t|\) at first, whereas a body with a finite mean-square angular velocity gives \(t^2\). A sum rule for the second moment says how much high-frequency spectrum there can be.

## Simple case: the free rotor

Take a rigid linear rotor with moment of inertia \(I\) and dipole \(\mu\mathbf u\). Without torque it turns in a plane at constant angular speed \(\Omega\), so \(\mathbf u(0)\cdot\mathbf u(t)=\cos\Omega t\). The angular velocity has two components perpendicular to \(\mathbf u\), each Gaussian with variance \(kT/I\) at temperature \(T\). Hence \(\Omega\) has the density

\[
P(\Omega)=\frac{I\Omega}{kT}e^{-I\Omega^2/2kT}.
\]

Each \(\cos\Omega t\) puts half its weight at \(+\Omega\) and half at \(-\Omega\), so \(S(\omega)=\tfrac12P(|\omega|)\). With \(y=I\Omega^2/2kT\),

\[
M_2\equiv\int\omega^2S\,d\omega=\langle\Omega^2\rangle=\frac{2kT}{I}\int_0^\infty ye^{-y}dy=\frac{2kT}{I}.
\]

The question is what survives when neighbours exert torques.

## Adding arbitrary torques

Let the potential energy \(V\) depend on the positions and orientations of all molecules, but not on velocities, and let the system be in classical canonical equilibrium. Differentiating the Fourier integral twice gives

\[
M_2=-C''(0)=-\langle\mathbf u\cdot\ddot{\mathbf u}\rangle .
\]

Since \(|\mathbf u|^2=1\), one derivative gives \(\mathbf u\cdot\dot{\mathbf u}=0\) and a second gives \(\mathbf u\cdot\ddot{\mathbf u}=-|\dot{\mathbf u}|^2\). Therefore \(M_2=\langle|\dot{\mathbf u}|^2\rangle\).

To see where the torque \(\mathbf N\) went, set \(\boldsymbol\Omega=\mathbf u\times\dot{\mathbf u}\). This vector is perpendicular to \(\mathbf u\), and \(\boldsymbol\Omega\times\mathbf u=\dot{\mathbf u}\). The angular momentum is \(I\boldsymbol\Omega\), so \(I\dot{\boldsymbol\Omega}=\mathbf N\), and

\[
\ddot{\mathbf u}=\dot{\boldsymbol\Omega}\times\mathbf u+\boldsymbol\Omega\times(\boldsymbol\Omega\times\mathbf u)
=\frac{\mathbf N\times\mathbf u}{I}-\Omega^2\mathbf u .
\]

The torque accelerates \(\mathbf u\) sideways. Its contribution to \(\mathbf u\cdot\ddot{\mathbf u}\) vanishes at every instant, before any averaging.

It remains to show that torques do not alter \(\langle\Omega^2\rangle\). In polar angles the kinetic energy is \(K=\tfrac12I(\dot\theta^2+\sin^2\theta\,\dot\phi^2)\), with momenta \(p_\theta=I\dot\theta\) and \(p_\phi=I\sin^2\theta\,\dot\phi\). Thus

\[
\Omega^2=\frac{p_\theta^2}{I^2}+\frac{p_\phi^2}{I^2\sin^2\theta},\qquad
K=\frac{p_\theta^2}{2I}+\frac{p_\phi^2}{2I\sin^2\theta}.
\]

At a fixed configuration the factor \(e^{-V/kT}\) is constant and cancels from the conditional average. The momenta are Gaussian with variances \(IkT\) and \(I\sin^2\theta\,kT\), so each term of \(\Omega^2\) averages to \(kT/I\). The sum does not depend on the configuration, and averaging over configurations leaves it unchanged:

\[
\boxed{M_2=\int_{-\infty}^{\infty}\omega^2S(\omega)\,d\omega=\frac{2kT}{I}}
\]

Torques may redistribute the spectrum, but they leave this integral unchanged.

**The opposite limit.** Put the rotor in a deep cage \(V=-V_0\cos\theta\) with \(V_0\gg kT\). For small angles it is a two-dimensional oscillator with \(\omega_0^2=V_0/I\) and \(\langle\theta^2\rangle=2kT/V_0\). To leading order, and for times short enough that anharmonicity has not yet spread the phases (\(\omega_0t\ll V_0/kT\)),

\[
C(t)=1-\frac{2kT}{V_0}+\frac{2kT}{V_0}\cos\omega_0t .
\]

The constant is a line at \(\omega=0\), which carries most of the norm and adds nothing to \(M_2\). The librational lines give \(\omega_0^2(2kT/V_0)=2kT/I\). A stiffer cage raises the squared frequency and lowers the weight in compensating proportion. The norm here is that of \(\mathbf u\) itself. If the static mean is subtracted and the remainder renormalised, the moment must be divided by \(1-|\langle\mathbf u\rangle|^2\).

## Where torque does appear

The next even moment is \(M_4=\int\omega^4S\,d\omega=C''''(0)\). Equilibrium averages do not depend on the time origin, so a time derivative can be moved from one factor to the other with a change of sign. Doing this twice gives \(\langle\mathbf u\cdot\mathbf u^{(4)}\rangle=\langle|\ddot{\mathbf u}|^2\rangle\). The two parts of \(\ddot{\mathbf u}\) are perpendicular, and \(|\mathbf N\times\mathbf u|=N\) because \(\mathbf N\perp\mathbf u\). For two Gaussian components of variance \(\sigma^2=kT/I\), \(\langle\Omega^4\rangle=(3+3+2)\sigma^4\). Therefore

\[
M_4=8\left(\frac{kT}{I}\right)^2+\frac{\langle N^2\rangle}{I^2},\qquad
C(t)=1-\frac{kT}{I}t^2+\frac{M_4}{24}t^4-\dots
\]

When \(\langle N^2\rangle\) is finite, the first departure from free rotation thus comes at order \(t^4\). Hard walls or hard collisions give impulsive torques: \(M_4\) then diverges and the departure comes at order \(|t|^3\), while \(M_2\) is unchanged. In the deep cage \(N\simeq V_0\theta\), so the torque term is \(2kTV_0/I^2\), which equals \(\omega_0^4(2kT/V_0)\), as it should.

**A test with intermolecular torques.** Two rotors on the \(z\) axis interact through \(A(\mathbf u_1\cdot\mathbf u_2-3u_{1z}u_{2z})\). Their equations of motion were integrated from canonically weighted initial conditions, and \(C(t)\) was differentiated numerically at \(t=0\). For \(A/kT=0,\ 0.75,\ 1.5\), \(M_2\) stays at 2.0000 in units of \(kT/I\). In units of \((kT/I)^2\), \(M_4\) rises from 8.00 to 8.72 and 10.53. With \(\langle N^2\rangle/(kT)^2=0.714\) and 2.533, the formula gives 8.71 and 10.53 for the two coupled cases.

## From one molecule to the total dipole

A dielectric measurement responds to \(\mathbf M=\mu\sum_i\mathbf u_i\). Its unnormalised second moment is

\[
\langle|\dot{\mathbf M}|^2\rangle=\mu^2\sum_{i,j}\langle\dot{\mathbf u}_i\cdot\dot{\mathbf u}_j\rangle=N_r\mu^2\,\frac{2kT}{I}
\]

for \(N_r\) rotors. At fixed orientations the velocities of different molecules are independent with zero mean, so the terms with \(i\neq j\) vanish, however strongly the orientations are correlated.

The norm does feel those correlations. Writing \(\langle M^2\rangle=N_r\mu^2g\), with \(g=1+N_r^{-1}\sum_{i\ne j}\langle\mathbf u_i\cdot\mathbf u_j\rangle\), the normalised moment is \(2kT/(gI)\). For the pair at \(A=1.5\,kT\), the computed \(g\) is 1.065. The unnormalised moment per rotor, in units of \(\mu^2kT/I\), remains 2.000, while the normalised one falls to 1.878. Independence of torque therefore holds for the normalised single-molecule spectrum, or for the unnormalised total one.

## From classical to quantum

Write \(\beta=1/kT\) and \(C(t)=\langle\mathbf u(t)\cdot\mathbf u(0)\rangle\); the order of the factors now matters. With energies \(E_i\) and populations \(p_i\propto e^{-\beta E_i}\),

\[
S(\omega)=\sum_{i,f}p_i|\langle f|\mathbf u|i\rangle|^2\,\delta(\omega-\omega_{fi}),\qquad \hbar\omega_{fi}=E_f-E_i .
\]

The first moment \(M_1=\int\omega S\,d\omega\) satisfies \(\hbar M_1=\sum_a\langle u_a[H,u_a]\rangle\). Take \(H=-(\hbar^2/2I)\nabla^2+V\), with \(\nabla\) acting on the unit sphere. \(V\) commutes with \(u_a\), and \(\nabla^2u_a=-2u_a\). The product rule then gives

\[
[H,u_a]=\frac{\hbar^2}{I}\left(u_a-\nabla u_a\cdot\nabla\right).
\]

Multiply by \(u_a\) and sum. The gradient term contains \(\sum_au_a\nabla u_a=\tfrac12\nabla(1)=0\), so \(M_1=\hbar/I\) for any orientational potential.

Swapping \(i\) and \(f\) gives detailed balance, \(S(-\omega)=e^{-x}S(\omega)\) with \(x=\beta\hbar\omega\). Define the even spectrum \(S_K=S(1-e^{-x})/x\). Since \(xS_K(\omega)=S(\omega)-S(-\omega)\),

\[
\int\omega^2S_K\,d\omega=\frac1{\beta\hbar}\int\omega\,[S(\omega)-S(-\omega)]\,d\omega=\frac{2M_1}{\beta\hbar}=\frac{2kT}{I}.
\]

So this form of the rule holds without the classical approximation. The moment of \(S\) itself does change. Use \(S=S_K\,x/(1-e^{-x})=S_K(1+x/2+x^2/12-\dots)\). The odd term integrates to zero, and the fourth moment of \(S_K\) may be replaced by its classical value at this order:

\[
M_2=\frac{2kT}{I}+\frac{\hbar^2}{12(kT)^2}M_4^{\rm cl}
=\frac{2kT}{I}+\frac{2\hbar^2}{3I^2}+\frac{\hbar^2\langle N^2\rangle}{12I^2(kT)^2},
\]

to order \(\hbar^2\). Torque enters \(M_2\) through the quantum correction. The same expansion applied to \(\int S\,d\omega=1\) gives

\[
\int S_K\,d\omega\simeq1-\frac s6,\qquad s=\frac{\hbar^2}{IkT},
\]

which does not involve torque at this order.

## What an absorption measurement integrates

A field \(E\cos\omega t\) along \(z\) adds \(-\mu u_zE\cos\omega t\) to \(H\). The golden rule gives the transition rate \((\pi\mu^2E^2/2\hbar^2)|\langle f|u_z|i\rangle|^2\delta(\omega_{fi}-\omega)\) for absorption, and the same with \(\omega_{fi}+\omega\) for emission. For number density \(n\) and randomly oriented sites, \(u_z\) carries one third of \(S\). The net power per volume is

\[
\hbar\omega\,\frac{\pi n\mu^2E^2}{6\hbar^2}[S(\omega)-S(-\omega)]=\tfrac12\varepsilon_0\omega\chi''E^2 .
\]

Solving for \(\chi''\), and using \(S(\omega)-S(-\omega)=\beta\hbar\omega S_K\),

\[
\chi''=\frac{\pi n\mu^2}{3\varepsilon_0\hbar}[S(\omega)-S(-\omega)]=\frac{\pi n\mu^2}{3\varepsilon_0kT}\,\omega S_K .
\]

In a dilute medium of refractive index near one, \(\alpha=\omega\chi''/c\). This is proportional to \(\omega^2S_K\), and classically \(S_K=S\), which is the statement used at the start. Integrating over positive frequencies,

\[
\int_0^\infty\omega\chi''d\omega=\frac{\pi n\mu^2}{3\varepsilon_0\hbar}M_1=\frac{\pi n\mu^2}{3\varepsilon_0I},\qquad
\int_0^\infty\alpha\,d\tilde\nu=\frac{n\mu^2}{6\varepsilon_0c^2I},
\]

where \(\tilde\nu=\omega/2\pi c\). The dipole is taken as rigid, so for a real molecule this is the integral over the rotational band only, without the vibrational bands. At fixed \(n\), neither temperature nor torque appears: the factor \(T\) in \(M_2\) cancels the \(1/T\) of the classical response.

## Numbers for a light rotor

Take \(I=3.0\times10^{-47}\) kg m², \(\mu=1.5\) D, \(T=300\) K and a concentration of 0.1 mol/L. With \(kT=25.85\) meV,

\[
M_2=\frac{2kT}{I}=2.76\times10^{26}\ \mathrm{rad^2/s^2},\qquad \sqrt{M_2}=1.66\times10^{13}\ \mathrm{rad/s},
\]

or an rms frequency of 88 cm⁻¹. A Debye spectrum with \(\tau=1\) ps has used up this whole sum at a cutoff of about 2310 cm⁻¹. At ten times that cutoff its moment is 10.03 times the allowed value. The excess over ten comes from the subtracted arctangent, which is nearly constant while \(W/\tau\) grows tenfold.

Now hold \(T\) fixed and place the rotor in cages \(-V_0\cos\theta\). The quantum column comes from the lines found by diagonalizing \(H\).

| \(V_0\) (meV) | rms torque (meV/rad) | classical \(M_4/(kT/I)^2\) | quantum \(M_2/(2kT/I)\) |
|---|---|---|---|
| 0 | 0 | 8.0 | 1.030 |
| 50 | 36.9 | 10.0 | 1.037 |
| 100 | 62.0 | 13.7 | 1.051 |

For the deepest cage the torque term of \(M_4\) is \((62.0/25.85)^2\simeq5.75\). With \(s=0.0895\), the relative quantum correction to \(M_2\) is \(s/3+5.75\,s/24=0.030+0.021=0.051\), in agreement with the line spectrum. So \(M_4\) rises by about 70% between the free rotor and the deepest cage, while \(M_2\) changes by about 2%, all of it quantum.

The second moment of \(S_K\), computed from the lines, equals \(2kT/I\) to the printed six decimals in all three cages. Its norm is 0.985 in each, as \(1-s/6\) predicts. For the free rotor this norm can be checked statically. The Kramers–Kronig relation at zero frequency gives \(\langle\cos\theta\rangle/(\mu E/kT)=\tfrac13\int S_K\,d\omega=0.3284\), and diagonalization in a weak static field gives the same value; the classical value is 1/3.

The integrated absorption is 1052.5 cm⁻² in every cage, from the lines and from the formula alike.

## Beside a real molecule

The chosen \(I\) and \(\mu\) are roughly those of ammonia, with \(I\) its moment perpendicular to the symmetry axis; the cage depths are model choices. Ammonia is a symmetric top, not a linear rotor. With the dipole on the axis, spin about that axis does not move \(\mathbf u\), so \(|\dot{\mathbf u}|^2=\Omega_1^2+\Omega_2^2\). At fixed orientation these body components are independent Gaussians of variance \(kT/I\), and the classical \(M_2=2kT/I\) carries over. I do not carry over the cage spectra.

The neglected effects differ greatly in size:

- The quantum shift of \(M_2\) for the free linear rotor is 3.0% at 300 K and 4.5% at 200 K. For a free symmetric top with axial moment \(I_z\) and angular momentum \(\mathbf L\), \(|\ddot{\mathbf u}|^2=(L_\perp^2+L_z^2)L_\perp^2/I^4\) with \(\langle L_z^2\rangle=I_zkT\), so \(M_4=(8+2I_z/I)(kT/I)^2\). With \(I_z/I=1.6\), roughly ammonia's ratio, the shift is about 4.2% at 300 K and 6.3% at 200 K.
- Ammonia's inversion flips the dipole at roughly 0.8 cm⁻¹. For free rotation with equally populated inversion levels, this adds the square of that frequency to \(M_2\), about 0.008%.
- Vibrations modulate the dipole, which the derivation holds rigid. Ammonia's umbrella band, near 950 cm⁻¹, has an integrated absorption of the same order as the whole rotational sum, so the integral must stop below it.
- In a nonpolar host of refractive index \(n_h=1.4\), Lorentz's local field, together with the factor \(1/n_h\) in \(\alpha=\omega\chi''/(n_hc)\), multiplies the absorption by \([(n_h^2+2)/3]^2/n_h=1.245\), giving about 1310 cm⁻². This constant factor cancels from a normalised moment.
- A neighbour of polarizability volume 3 Å³ at 4 Å on the dipole axis acquires an induced dipole of \(2\times3/4^3=9.4\%\) of \(\mu\).

The last item breaks an assumption of the derivation. The induced part changes as \(\mathbf u\) turns. With this neighbour held on the axis, the sideways components of \(\dot{\mathbf u}\) are multiplied by \(1-3/4^3=0.953\) in the total dipole, which lowers the rotational part of \(\langle|\dot{\mathbf M}|^2\rangle\) by about 9%. A neighbour at the side raises it instead, and to first order in the polarizability these changes cancel if all directions are equally likely. The induced part also depends on distance, so translational motion adds a further positive term, which is not computed here. A measured second moment that differs from \(2kT/I\) therefore need not signal unusual torques: induced dipoles, vibrational bands inside the integration range, orientational correlation through \(g\), and quantum corrections can each change it. The remaining figures are in the numerical output.

## Calculated quantities

```
Pair of dipole-coupled rotors, reduced units (kT = I = 1):
 coupling 0.00 kT: M2 2.00000, M4 8.002, <N^2> 0.000
   total dipole: unnormalised M2 2.00000, g 1.0000, normalised 2.0000
 coupling 0.75 kT: M2 2.00000, M4 8.716, <N^2> 0.714
   total dipole: unnormalised M2 2.00000, g 1.0103, normalised 1.9797
 coupling 1.50 kT: M2 2.00000, M4 10.535, <N^2> 2.533
   total dipole: unnormalised M2 2.00000, g 1.0648, normalised 1.8782
Symmetric top, axial/perpendicular inertia 1.6: M2 2.00000 kT/I
Inputs: I 3.0e-47 kg m2, T 300 K, mu 1.5 D, 0.1 mol/L
kT 25.85 meV; dipole mu 5.003e-30 C m
M2 = 2kT/I: 2.7613e+26 rad2/s2 = 7782 cm^-2
rms frequency 1.662e+13 rad/s = 88.2 cm^-1
Quantum parameter hbar^2/(I kT): 0.0895
First moment hbar/I: 18.66 cm^-1
Free rotor static response <cos>/(mu E/kT): 0.32838, from spectrum 0.32839
Cage 0 meV: rms torque 0.0 meV/rad, classical M4 1.525e+53 rad4/s4
   classical M4/(kT/I)^2 8.000; quantum M2/(2kT/I) 1.0298, expansion 1.0298
   S_K: second moment/(2kT/I) 1.000000, norm 0.9852; absorption 1052.5 cm^-2
Cage 50 meV: rms torque 36.9 meV/rad, classical M4 1.913e+53 rad4/s4
   classical M4/(kT/I)^2 10.033; quantum M2/(2kT/I) 1.0373, expansion 1.0374
   S_K: second moment/(2kT/I) 1.000000, norm 0.9852; absorption 1052.5 cm^-2
Cage 100 meV: rms torque 62.0 meV/rad, classical M4 2.620e+53 rad4/s4
   classical M4/(kT/I)^2 13.743; quantum M2/(2kT/I) 1.0510, expansion 1.0513
   S_K: second moment/(2kT/I) 1.000000, norm 0.9852; absorption 1052.5 cm^-2
Integrated absorption from formula: 1052.5 cm^-2
Debye time 1.0 ps: sum used up at cutoff 2311 cm^-1
Debye moment at ten times that cutoff: 10.03 x 2kT/I
Free-rotor quantum shift of M2: 2.98 % at 300 K, 4.48 % at 200 K
Ammonia inversion, rough 0.8 cm^-1: adds 0.0082 % to M2
Host index 1.4: Lorentz field and index factor 1.245, absorption 1310 cm^-2
Neighbour 3 A^3 at 4 A on axis: induced dipole 9.4 % of mu
```
